# Leading-edge pressure excess under a gimballed polishing carrier

**Question**

I am trying to work out how unevenly a wafer is pressed on a polishing pad when the carrier hangs from a gimbal. The wafer radius is 150 mm, the gimbal pivot sits 10 mm above the polished face, and the friction coefficient between wafer and pad is 0.4. I am told to assume that the pressure varies linearly across the wafer and to find how far the pressure at the leading edge exceeds the mean.

I can see that friction acts below the pivot and tries to tip the carrier. If the load is \(N\), the tipping moment should be \(\mu N h\). I then said that an extra pressure \(\Delta p\) at the edge, with arm \(R\), has to balance it:

\[
\Delta p\,(\pi R^2)\,R=\mu N h ,\qquad N=p_0\pi R^2 ,
\]

which gives \(\Delta p/p_0=\mu h/R=0.027\). I don't trust this, because the extra pressure is not all at the edge. I have three further worries. I can't prove which edge is pressed harder. If the pressure is uneven, the friction is uneven too, so doesn't the tipping moment depend on the answer? And no mean pressure is given, so can there be a number at all? Finally, does this tilt make the wafer come out wedge-shaped?

**Answer**

Your tipping moment is right. What needs repair is the moment of the pressure, which has to be integrated over the disc. The sign and the uneven friction are settled by the same balance.

**The body and the forces on it**

Take the wafer and the rigid plate behind it, everything below the gimbal, as one body. Put the origin at the pivot, with \(z\) upward, so that a point of the polished face is at \((x,y,-h)\). Let the pad move towards \(+x\) beneath the wafer. Fresh pad then arrives first at \(x=-R\), and that is the leading edge.

I assume the following:

- The gimbal is frictionless, and the load passes through the pivot.
- The friction coefficient \(\mu\) is the same everywhere, and the pad slides in the same direction under every point of the wafer.
- The retaining ring carries no pad load, and the slurry film exerts no net force or moment.
- The motion is steady, and the body is symmetric about its vertical axis, so the torques about the horizontal axes must vanish.

The linear pressure has a simple mechanical origin. If the pad acts as a bed of independent, identical springs, the local pressure is proportional to the local compression. A rigid flat face that is slightly tilted compresses the springs by an amount linear in \(x\) and \(y\). The pressure is therefore

\[
p(x,y)=p_0\left(1-a\,\frac{x}{R}+b\,\frac{y}{R}\right),
\]

with \(p_0\), \(a\) and \(b\) to be found. With this choice of sign, a positive \(a\) means a higher pressure at the leading edge, where \(x=-R\) and \(y=0\):

\[
p_{\rm lead}=p_0(1+a),\qquad p_{\rm trail}=p_0(1-a).
\]

**Vertical balance, and why uneven friction does no harm**

The disc is symmetric, so \(\int x\,dA=\int y\,dA=0\). The two tilt terms add no net force, and

\[
N=\int p\,dA=p_0\,\pi R^2 .
\]

Thus \(p_0\) is the mean pressure, whatever the tilt.

The friction per unit area is \(\mu p\), directed along \(+x\), because the pad drags the wafer with it. It is indeed larger where the pressure is larger. Its sum, however, is

\[
F=\int \mu p\,dA=\mu\int p\,dA=\mu N ,
\]

which contains neither \(a\) nor \(b\). All of it acts in one plane, at the same depth \(h\) below the pivot, so its tipping moment does not depend on how it is distributed. That removes the circularity you were worried about.

**Torque about the pivot**

The pivot reaction has no arm. On each element of the face the pad exerts the force \((\mu p,\,0,\,p)\,dA\) at the position \((x,y,-h)\). The \(y\) component of \(\mathbf r\times\mathbf f\) is \(z f_x-x f_z\), so

\[
T_y=\int\left(-h\,\mu p-x\,p\right)dA=-\mu N h-\int x\,p\,dA .
\]

Setting this to zero gives

\[
\int x\,p\,dA=-\mu N h. \tag{1}
\]

The right-hand side is negative, so there must be more pressure at negative \(x\), on the leading side. In words, friction pulls the bottom of the carrier backwards relative to its motion over the pad. The carrier noses down at the front until the pad pushes back hard enough there.

Dividing (1) by \(N\) gives the position of the centre of pressure:

\[
\bar x=\frac{\int x\,p\,dA}{\int p\,dA}=-\mu h .
\]

This has a direct geometrical meaning. The total force from the pad is inclined, with horizontal part \(\mu N\) and vertical part \(N\). Its line of action must pass through the pivot, or it would turn the body. Going down from the pivot by \(h\), that line moves sideways by \(\mu h\), towards the leading edge. This step does not use the linear law.

The \(x\) component of the torque is \(y f_z-z f_y\). Since \(f_y=0\), it reduces to \(\int y\,p\,dA=0\). The terms in \(1\) and \(x\) integrate to zero against \(y\), which leaves \(b\int y^2\,dA=0\), hence \(b=0\). The tilt is purely along the sliding direction.

**The moment of a linear pressure**

Insert the linear law into the left side of (1):

\[
\int x\,p\,dA=p_0\int x\,dA-\frac{p_0a}{R}\int x^2\,dA
=-\frac{p_0a}{R}\int x^2\,dA .
\]

In polar coordinates \(x=r\cos\varphi\) and \(dA=r\,dr\,d\varphi\), so

\[
\int x^2\,dA=\int_0^R r^3\,dr\int_0^{2\pi}\cos^2\varphi\,d\varphi
=\frac{R^4}{4}\,\pi .
\]

Equation (1), with \(N=p_0\pi R^2\), becomes

\[
-\frac{p_0a}{R}\,\frac{\pi R^4}{4}=-\mu\,p_0\pi R^2\,h .
\]

Cancel \(-p_0\pi R^2\) on both sides to get \(aR/4=\mu h\), or

\[
\boxed{\;\frac{p_{\rm lead}-p_0}{p_0}=a=\frac{4\mu h}{R}\;}
\]

Your estimate is too small by a factor of 4. It gave the whole area the edge value of the extra pressure and the edge value of the arm. In truth both fall off as \(x/R\) towards the middle, and the mean of \((x/R)^2\) over a disc is \(1/4\).

**The numbers**

\[
a=\frac{4\times0.4\times10\ \text{mm}}{150\ \text{mm}}=0.1067 .
\]

The leading edge is pressed about 10.7 % harder than the mean, and the trailing edge 10.7 % less. The difference between the two edges is 21.3 % of the mean.

The mean pressure cancelled, so your data fix this fraction and not a pressure. To see actual forces, take \(p_0=20\) kPa (2.90 psi). Then

\[
N=(20\times10^3\ \text{Pa})\,\pi\,(0.150\ \text{m})^2=1414\ \text{N},
\]

the friction force is \(0.4N=565\) N, and the tipping moment is \(565\ \text{N}\times0.010\ \text{m}=5.65\) N m. The excess at the leading edge is

\[
p_{\rm lead}-p_0=0.1067\times20\ \text{kPa}=2.13\ \text{kPa}\quad(0.309\ \text{psi}),
\]

so the pressure runs from 22.13 kPa at the leading edge to 17.87 kPa at the trailing edge. The centre of pressure is displaced by only \(\mu h=4.00\) mm on a wafer 300 mm across. A small displacement of the resultant goes with a noticeable change at the rim, because \(a=4|\bar x|/R\).

As a check, the three balance conditions were also solved numerically for the three unknown coefficients of the pressure, with the friction direction at each point taken from the rotation of platen and carrier. For equal rotation speeds this gives the same 0.1067.

**Limits, and where the formula stops**

If the pivot lies in the polished face, \(h=0\), friction has no arm and the pressure is uniform. If the effective pivot lies below the face, \(h\) is negative and the trailing edge is pressed harder. Reversing the sliding direction moves the excess to the opposite side, which is then the leading one.

A pad can push but cannot pull, so the pressure must not become negative. The trailing edge reaches zero pressure when \(a=1\), that is, at

\[
h=\frac{R}{4\mu}=\frac{150\ \text{mm}}{4\times0.4}=93.75\ \text{mm}.
\]

Your 10 mm is far below this. For a higher pivot, part of the wafer lifts off and the boxed formula no longer holds. Equation (1) still does, so the centre of pressure stays at \(-\mu h\) as long as a steady state exists. Since a pressure that only pushes has its centre inside the disc, no such state is possible once \(\mu h\) exceeds \(R\). This is an upper bound. On a pad of finite stiffness the tilt stops being small as \(\mu h\) approaches \(R\), and the steady state is lost somewhat earlier.

**Does the wafer come out wedge-shaped?**

Not in this model, provided that the wafer makes many turns while it is polished. The pressure tilt is fixed in the laboratory, tied to the sliding direction, while the wafer turns beneath it. Assume that the removal rate is proportional to pressure times sliding speed (Preston's law). Let the platen turn at \(\Omega_p\) and the carrier at \(\Omega_c\), in the same sense, with their axes a distance \(D\) apart. With the platen axis at \(y=D\), the pad velocity is \(\Omega_p(D-y,\,x)\) and the wafer velocity is \(\Omega_c(-y,\,x)\). The difference is

\[
\mathbf v=\left(\Omega_pD-\delta\,y,\;\delta\,x\right),\qquad \delta=\Omega_p-\Omega_c .
\]

For equal speeds \(\delta=0\), and every point of the wafer slides at the same velocity \(\Omega_pD\) along \(x\), as I assumed above. A point fixed on the wafer at radius \(r\) passes through all angles \(\varphi\), and its mean pressure over one turn is

\[
\frac{1}{2\pi}\int_0^{2\pi}p_0\left(1-\frac{a r}{R}\cos\varphi\right)d\varphi=p_0 .
\]

The tilt averages out at every radius. If the wafer did not turn, the same part would stay in front and would be thinned more than the part at the back. On a turning platen the sliding speed would then vary too, from \(\Omega_p(D-R)\) at the point nearest the platen axis to \(\Omega_p(D+R)\) at the farthest, which adds a wedge across the sliding direction.

For unequal speeds, define \(\epsilon=\delta R/(\Omega_pD)\). The speed at the rim is \(\Omega_pD\sqrt{1-2\epsilon\sin\varphi+\epsilon^2}\). To second order in \(\epsilon\) the root is

\[
1-\epsilon\sin\varphi+\tfrac12\epsilon^2-\tfrac12\epsilon^2\sin^2\varphi ,
\]

and its average over a turn is \(1+\epsilon^2/4\), because \(\sin^2\varphi\) averages to \(1/2\). With 90 rpm for the platen, 80 rpm for the carrier and \(D=200\) mm,

\[
\epsilon=\frac{10\times150}{90\times200}=0.083,\qquad \frac{\epsilon^2}{4}=0.0017 .
\]

The rim loses about 0.17 % more than the centre. The numerical average gives 0.1737 % for a uniform pressure and 0.1727 % with the tilt included, so this small difference comes from the speed and hardly at all from the tilt. The leading-edge excess itself changes from 0.1067 to 0.1066.

**How much depends on the linear law?**

The opposite extreme to a bed of springs is an elastic pad much thicker than the wafer is wide. A rigid flat disc pressed on such a body, with a small tilt and with the effect of friction on the indentation ignored, has the pressure

\[
p=\frac{c_0\,(1-a'x/R)}{\sqrt{1-r^2/R^2}} .
\]

The same two balances apply. With \(r=R\sin t\), the root becomes \(\cos t\) and \(dr=R\cos t\,dt\), so the cosines cancel:

\[
N=2\pi c_0R^2\int_0^{\pi/2}\sin t\,dt=2\pi c_0R^2 ,
\]

\[
\int\frac{x^2\,dA}{\sqrt{1-r^2/R^2}}=\pi R^4\int_0^{\pi/2}\sin^3t\,dt=\frac{2\pi R^4}{3}.
\]

Equation (1) then reads \((c_0a'/R)(2\pi R^4/3)=\mu h\,(2\pi c_0R^2)\), hence

\[
a'=\frac{3\mu h}{R}=0.080 .
\]

The tilt factor is smaller because more of the load sits near the rim, where its arm is long. The pressure in this model is unbounded at the rim, so \(a'\) compares points on opposite sides and is not an edge excess over the mean. A compressible pad about 2 mm thick is much closer to the bed of springs, except in a zone a few pad thicknesses wide at the edge. In that zone a continuous elastic layer gives a sharp peak at the rim of a rigid face and a dip just inside it, which can be as large as the tilt effect or larger. For such a pad the 10.7 % is the slope of the interior pressure extrapolated to the rim, not the pressure at the rim itself.

The pad's deformation leaves the geometry almost untouched. For a pad 2 mm thick with an effective modulus of 10 MPa, the mean compression is \((0.020/10)\times2\) mm \(=4.0\) µm. The leading edge sinks a further \(0.1067\times4.0=0.43\) µm, which is a tilt of 2.8 microradian. Both are negligible beside a pivot height of 10 mm.

**Comparison with a real polisher**

The numbers resemble oxide polishing of a 300 mm silicon wafer in a rigid-backed carrier. A mean pressure of 20 kPa and a friction coefficient of 0.4 are rough, plausible values, and the pad data above are rough too. Several of the assumptions can shift the answer by much more than its last digit:

- **Slurry pressure.** Equation (1) fixes the moment of the contact and film pressures together. If the film adds 1 kPa at the leading edge and removes 1 kPa at the trailing edge, linearly in between, the contact excess drops from 2.13 to 1.13 kPa. A uniform film suction of 5 kPa, at the same applied load, raises the mean contact pressure to 25 kPa. The friction rises with it, and the excess becomes \(0.1067\times25=2.67\) kPa. The 1 kPa and 5 kPa are illustrations and are not computed. A nose-down wafer leaves a gap that widens along the pad's motion, which draws suction. Its size depends steeply on the film thickness and on the grooves, and on an ungrooved pad it can be much larger.
- **Retaining ring.** Suppose that a ring out to \(R_r=175\) mm is rigidly joined to the carrier and presses on the pad with the same stiffness, friction and mean pressure, without a gap. The linear law then spans the larger disc, and the excess at the wafer's edge is \((4\mu h/R_r)(R/R_r)=0.078\).
- **Gimbal friction.** A bearing of radius 10 mm with friction coefficient 0.1 carries the force \(N\sqrt{1+\mu^2}\). It can resist a torque of up to \(N\) times \(0.1\times10\sqrt{1+0.4^2}=1.08\) mm. If the carrier does not turn, this can add to or subtract from \(\mu h=4.00\) mm, depending on how the carrier came to rest, so the excess can lie anywhere from 0.078 to 0.135. If carrier and drive shaft turn together while the tilt stays fixed in the laboratory, and if the shaft stands exactly normal to the pad and the bearing has no elastic give, the bearing slips all the time, about the horizontal direction in which the carrier is tilted. If its full friction torque is taken to act about that direction, it is perpendicular to the restoring torque of the pad, and the two together balance the tipping moment. The restoring torque has the lever \(\sqrt{4.00^2-1.08^2}=3.85\) mm, and its part along the tipping axis is \(3.85^2/4.00=3.71\) mm. The excess at the leading edge is then \(4\times3.71/150=0.099\), with a small additional tilt across the sliding direction. This value belongs to the ideal alignment only. The tilt is under 3 microradian, so the relative motion in the bearing is only about 27 nm, which elastic give may absorb without sliding. A shaft misaligned by 1 microradian already moves the excess to between 0.089 and 0.109, depending on the direction of the error, and at 10 microradian it can again lie anywhere from 0.078 to 0.135.
- **Pivot height.** If the 10 mm was measured from the back of a wafer 0.775 mm thick, the true arm is 10.775 mm and the excess is 0.115.

Carriers that press the wafer with a flexible, pressurised membrane break the main assumption, that wafer and carrier tilt as one rigid body. Consider the ideal case in which the membrane pressure is uniform and the ring supplies the whole horizontal push at the wafer's edge, without vertical friction. The arm of the friction on the wafer is then at most the wafer thickness. If the wafer alone were rigid, the formula would give an excess of at most \(4\times0.4\times0.775/150=0.0083\). A real wafer is not rigid on this scale. With a bending stiffness \(B\approx6\) N m for a (100) silicon wafer of this thickness (5.5 to 6.6 N m, depending on direction) and a pad stiffness \(k=10\ \text{MPa}/2\ \text{mm}=5\times10^9\) N/m³, it bends over a length of about \((B/k)^{1/4}\approx6\) mm. The pressure close to its edge can therefore differ from the mean by much more than 0.0083, and finding it needs a model of the bending wafer. The carrier's tipping moment is then taken up mainly by the ring, and 10.7 % should not be used for the wafer.

For the problem as you were given it, with a rigid carrier and a free gimbal, the answer is an excess of 10.7 % of the mean pressure at the leading edge. The numerical output below lists the main values.

## Computed values

```
wafer radius R = 150 mm, pivot height h = 10 mm
friction coefficient mu = 0.4
mean pressure = 20.0 kPa = 2.90 psi
load N = 1414 N
friction force = 565 N
tipping moment = 5.65 N m
shift of centre of pressure = 4.00 mm
second moment of disc = 3.9761e+08 mm^4
relative excess, formula = 0.1067
relative excess, numerical balance = 0.1067
leading-edge excess = 2.13 kPa = 0.309 psi
leading-edge pressure = 22.13 kPa
trailing-edge pressure = 17.87 kPa
lead-to-trail difference / mean = 0.2133
lift-off pivot height = 93.75 mm
-- removal averaged over wafer rotation, edge relative to centre --
platen speed = 90 rpm, axis distance = 200 mm
equal speeds, tilted pressure: 0.0000 %
carrier 80 rpm, tilted: 0.1727 %
carrier 80 rpm, uniform: 0.1737 %
-- neglected effects --
relative excess, carrier 80 rpm: 0.1066
relative excess at wafer edge, rigid ring to 175 mm: 0.0784
very thick elastic pad, relative tilt factor: 0.0800
film pressure +1.0 kPa at lead, - at trail: contact excess 1.13 kPa
uniform film suction 5.0 kPa: mean contact 25.0 kPa, excess 2.67 kPa
gimbal bearing: friction 0.1, radius 10 mm, lever 1.08 mm
relative excess with gimbal friction: 0.0779 to 0.1354
relative excess if h is taken from wafer back (0.775 mm): 0.1149
pad modulus = 10 MPa, thickness = 2 mm
mean pad compression = 4.00 um
extra sinking of leading edge = 0.43 um
wafer tilt = 2.84 microradian
```
